# Photons in a periodic box: energy and momentum of the Maxwell field

**Q.** Maxwell's equations contain no $\hbar$ and no particles. If I give you an empty box of electromagnetic field, what is there to quantize?

**A.** Its dynamical coordinates, once they have been found. I take a cube of side $L$ and volume $V=L^3$ with periodic boundary conditions and no charges, and I use Gaussian units:

$$\mathbf E=-\nabla\phi-\frac1c\,\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

The potentials may be changed by $\mathbf A\to\mathbf A+\nabla\chi$, $\phi\to\phi-\partial_t\chi/c$ without changing the fields. I choose $\chi$ so that $\nabla^2\chi=-\nabla\cdot\mathbf A$. This has a periodic solution because the divergence of a periodic field averages to zero. The new potential obeys the Coulomb condition $\nabla\cdot\mathbf A=0$.

**Q.** That leaves $\phi$. Is it not a coordinate too?

**A.** Not here. With $\nabla\cdot\mathbf A=0$, Gauss's law $\nabla\cdot\mathbf E=0$ becomes $\nabla^2\phi=0$. Multiply by $\phi$ and integrate by parts; the boundary terms cancel by periodicity:

$$0=\int\phi\,\nabla^2\phi\,d^3r=-\int|\nabla\phi|^2d^3r .$$

So $\nabla\phi=0$ and $\phi$ drops out of $\mathbf E$. With charges present this would fail, and $\phi$ would carry their Coulomb interaction. The Lagrangian of the free field is then

$$\mathcal L=\frac1{8\pi}\int(\mathbf E^2-\mathbf B^2)\,d^3r,\qquad \mathbf E=-\frac1c\,\partial_t\mathbf A .$$

**Q.** A field has a value at every point. How do you get from there to separate coordinates?

**A.** By a Fourier series. Periodicity allows $\mathbf k=2\pi\mathbf n/L$ with integer vectors $\mathbf n$, and the Coulomb condition requires each Fourier vector to be perpendicular to $\mathbf k$. For each $\mathbf k\neq0$ choose two real unit vectors $\boldsymbol\varepsilon_1,\boldsymbol\varepsilon_2$, perpendicular to $\mathbf k$ and to each other. Since $\mathbf A$ is real, I use real modes and take one member of each pair $\pm\mathbf k$:

$$\mathbf u_c=\sqrt{\tfrac2V}\,\boldsymbol\varepsilon_\lambda\cos\mathbf k\cdot\mathbf r,\qquad
\mathbf u_s=\sqrt{\tfrac2V}\,\boldsymbol\varepsilon_\lambda\sin\mathbf k\cdot\mathbf r .$$

The squares of cosine and sine each integrate to $V/2$, and products of different functions integrate to zero, so these modes are orthonormal. Their curls are

$$\nabla\times\mathbf u_c=-\sqrt{\tfrac2V}\,\mathbf k\times\boldsymbol\varepsilon_\lambda\sin\mathbf k\cdot\mathbf r,\qquad
\nabla\times\mathbf u_s=\sqrt{\tfrac2V}\,\mathbf k\times\boldsymbol\varepsilon_\lambda\cos\mathbf k\cdot\mathbf r .$$

Because $(\mathbf k\times\boldsymbol\varepsilon_\lambda)\cdot(\mathbf k\times\boldsymbol\varepsilon_{\lambda'})=k^2\delta_{\lambda\lambda'}$, the curls are also mutually orthogonal, with squared norm $k^2$.

**Q.** You wrote $\mathbf k\neq0$. A uniform $\mathbf A$ is periodic and has no divergence. Where did it go?

**A.** It has to be set aside explicitly. A uniform $\mathbf A_0(t)$ has no curl, so it contributes $V\dot{\mathbf A}_0^2/(8\pi c^2)$ to $\mathcal L$ and no restoring term. It behaves as a free particle, not an oscillator. Its conjugate momentum is proportional to the uniform electric field $\mathbf E_0$ and is conserved, so I work in the sector $\mathbf E_0=0$. Otherwise the energy would contain an extra $V\mathbf E_0^2/8\pi$.

**Q.** Then show me that the remaining modes are oscillators.

**A.** Let $j$ label wavevector, polarization and cosine or sine, and write

$$\mathbf A=\sqrt{4\pi}\,c\sum_jq_j\mathbf u_j,\qquad
\mathbf E=-\sqrt{4\pi}\sum_j\dot q_j\mathbf u_j,\qquad
\mathbf B=\sqrt{4\pi}\,c\sum_jq_j\nabla\times\mathbf u_j .$$

Orthogonality removes all cross terms from the integrals of the squares:

$$\frac1{8\pi}\int\mathbf E^2d^3r=\frac12\sum_j\dot q_j^2,\qquad
\frac1{8\pi}\int\mathbf B^2d^3r=\frac12\sum_jc^2k_j^2q_j^2 .$$

With $\omega_j=ck_j$ this gives

$$\mathcal L=\frac12\sum_j(\dot q_j^2-\omega_j^2q_j^2),\qquad p_j=\frac{\partial\mathcal L}{\partial\dot q_j}=\dot q_j,$$

$$H=\sum_jp_j\dot q_j-\mathcal L=\frac12\sum_j(p_j^2+\omega_j^2q_j^2).$$

This $H$ is the familiar field energy $\int(\mathbf E^2+\mathbf B^2)d^3r/8\pi$. The electric part is the kinetic energy and the magnetic part is the potential energy. Within each oscillator the two exchange energy while their sum stays fixed. The totals need not oscillate: in a single travelling wave the cosine and sine oscillators are a quarter period apart, and the electric and magnetic energies each stay at half the total.

**Q.** All of this is classical. Where does $\hbar$ enter?

**A.** In one postulate, the same as for any mechanical system: $[q_i,p_j]=i\hbar\delta_{ij}$, with the $q$'s commuting among themselves and likewise the $p$'s. For each oscillator define

$$b=\frac{\omega q+ip}{\sqrt{2\hbar\omega}},\qquad
[b,b^\dagger]=\frac{-i\omega[q,p]+i\omega[p,q]}{2\hbar\omega}=\frac{\hbar\omega+\hbar\omega}{2\hbar\omega}=1 .$$

Keeping the order of the factors,

$$b^\dagger b=\frac{\omega^2q^2+p^2+i\omega[q,p]}{2\hbar\omega}
=\frac{\omega^2q^2+p^2}{2\hbar\omega}-\frac12 ,$$

so that

$$H=\sum_j\hbar\omega_j\left(b_j^\dagger b_j+\tfrac12\right).$$

**Q.** Why should $b^\dagger b$ take integer values?

**A.** Suppose $b^\dagger b|\nu\rangle=\nu|\nu\rangle$ with a normalized state. The squared norm of $b|\nu\rangle$ is $\langle\nu|b^\dagger b|\nu\rangle=\nu$, so $\nu\ge0$. Since $[b^\dagger b,b]=-b$, the vector $b|\nu\rangle$ has eigenvalue $\nu-1$ unless it vanishes. Repeated lowering would reach negative values, which are forbidden, so it must stop. It stops where the norm is zero, at eigenvalue $0$. Hence $\nu$ is a non-negative integer. In the other direction $b^\dagger|\nu\rangle$ has squared norm $\nu+1>0$, so every such integer occurs.

**Q.** These quanta belong to standing waves. A standing wave goes nowhere, so I do not see a photon with a direction.

**A.** Combine the cosine and sine oscillators of the same $\mathbf k$ and $\lambda$, which have the same frequency:

$$a_{\mathbf k}=\frac{b_c-ib_s}{\sqrt2},\qquad a_{-\mathbf k}=\frac{b_c+ib_s}{\sqrt2}.$$

Writing cosine and sine as exponentials gives

$$b_c\cos\mathbf k\cdot\mathbf r+b_s\sin\mathbf k\cdot\mathbf r
=\frac1{\sqrt2}\left(a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+a_{-\mathbf k}e^{-i\mathbf k\cdot\mathbf r}\right),$$

so each new operator belongs to one travelling wave. They are independent oscillators, because

$$[a_{\mathbf k},a_{\mathbf k}^\dagger]=\tfrac12\left(1+(-i)(i)\right)=1,\qquad
[a_{\mathbf k},a_{-\mathbf k}^\dagger]=\tfrac12\left(1+(-i)(-i)\right)=0 .$$

The numbers of quanta follow by multiplying out:

$$a_{\pm\mathbf k}^\dagger a_{\pm\mathbf k}=\tfrac12\left[b_c^\dagger b_c+b_s^\dagger b_s\pm i(b_s^\dagger b_c-b_c^\dagger b_s)\right].$$

In the sum over the two signs the last bracket cancels, leaving $b_c^\dagger b_c+b_s^\dagger b_s$. The two halves of the zero-point energy pass from cosine and sine to $\mathbf k$ and $-\mathbf k$. Letting $\mathbf k$ now run over all nonzero allowed vectors,

$$\boxed{H=\sum_{\mathbf k\ne0}\sum_{\lambda=1}^{2}\hbar\omega_k\left(a_{\mathbf k\lambda}^\dagger a_{\mathbf k\lambda}+\tfrac12\right)},\qquad\omega_k=c|\mathbf k| .$$

**Q.** And the field itself, with its normalization?

**A.** From the definition of $b$, $q=\sqrt{\hbar/2\omega}\,(b+b^\dagger)$. The prefactors of a travelling wave multiply to

$$\sqrt{4\pi}\,c\,\sqrt{\frac{\hbar}{2\omega}}\,\sqrt{\frac2V}\,\frac1{\sqrt2}=\sqrt{\frac{2\pi\hbar c^2}{V\omega}}\equiv N_k ,$$

$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}N_k\left[\boldsymbol\varepsilon_{\mathbf k\lambda}a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right].$$

**Q.** You used the same real polarization vectors for $\mathbf k$ and $-\mathbf k$. Does circular polarization spoil the result?

**A.** No. For any one $\mathbf k$, take a unitary $2\times2$ matrix $U$ and set $\boldsymbol\varepsilon'_\mu=\sum_\lambda\boldsymbol\varepsilon_\lambda U_{\lambda\mu}$ and $a'_\mu=\sum_\lambda U^*_{\lambda\mu}a_\lambda$. Unitarity gives $\sum_\mu\boldsymbol\varepsilon'_\mu a'_\mu=\sum_\lambda\boldsymbol\varepsilon_\lambda a_\lambda$, so the field is unchanged. It also preserves the commutators and $\sum_\lambda a^\dagger_\lambda a_\lambda$. The choice can be made separately for each $\mathbf k$.

**Q.** Now the momentum. I expect trouble: $\mathbf E\times\mathbf B$ is a product of operators, and you have not said in which order.

**A.** Let us see which products occur. The field momentum is

$$\mathbf P=\frac1{4\pi c}\int\mathbf E\times\mathbf B\,d^3r
=-\sum_{ij}p_iq_j\int\mathbf u_i\times(\nabla\times\mathbf u_j)\,d^3r ,$$

where the factor $4\pi c$ from the two expansions has cancelled the prefactor. The vector products reduce to

$$\boldsymbol\varepsilon_\lambda\times(\mathbf k\times\boldsymbol\varepsilon_{\lambda'})
=\mathbf k(\boldsymbol\varepsilon_\lambda\cdot\boldsymbol\varepsilon_{\lambda'})-\boldsymbol\varepsilon_{\lambda'}(\boldsymbol\varepsilon_\lambda\cdot\mathbf k)=\mathbf k\,\delta_{\lambda\lambda'} .$$

With the curls found earlier, cosine with cosine and sine with sine leave the integral of $\sin\cos$, which is zero. Different wavevector pairs also give zero. What survives is

$$\int\mathbf u_c\times(\nabla\times\mathbf u_s)\,d^3r=\mathbf k,\qquad
\int\mathbf u_s\times(\nabla\times\mathbf u_c)\,d^3r=-\mathbf k ,$$

and therefore

$$\mathbf P=\sum_{\text{pairs},\lambda}\mathbf k\,(q_cp_s-q_sp_c).$$

Each product joins the coordinate of one oscillator to the momentum of another. These commute, so the order does not matter.

**Q.** What about the uniform field you set aside? It could still enter a cross product.

**A.** It would contribute $\mathbf E_0\times\int\mathbf B\,d^3r$, and the integral of the curl of a periodic field is zero. It adds no momentum. This uses the assumption that $\mathbf A$ itself is periodic, which excludes a uniform magnetic field $\mathbf B_0$ from the start. Such a field would add $V\mathbf B_0^2/8\pi$ to the energy and, together with $\mathbf E_0$, a momentum $V\mathbf E_0\times\mathbf B_0/4\pi c$.

**Q.** Then finish the conversion to photon numbers.

**A.** Insert $q=\sqrt{\hbar/2\omega}(b+b^\dagger)$ and $p=-i\sqrt{\hbar\omega/2}(b-b^\dagger)$:

$$q_cp_s-q_sp_c=-\frac{i\hbar}2\left[(b_c+b_c^\dagger)(b_s-b_s^\dagger)-(b_s+b_s^\dagger)(b_c-b_c^\dagger)\right].$$

The terms $b_cb_s$ cancel, and so do the terms $b_c^\dagger b_s^\dagger$. The bracket is left with $2b_c^\dagger b_s-2b_s^\dagger b_c$, so

$$q_cp_s-q_sp_c=i\hbar(b_s^\dagger b_c-b_c^\dagger b_s)
=\hbar\left(a_{\mathbf k}^\dagger a_{\mathbf k}-a_{-\mathbf k}^\dagger a_{-\mathbf k}\right).$$

The last step is the difference of the two number operators written out above. Multiplying by $\mathbf k$, the second term is the contribution of wavevector $-\mathbf k$. Hence

$$\boxed{\mathbf P=\sum_{\mathbf k\ne0}\sum_{\lambda=1}^{2}\hbar\mathbf k\,a_{\mathbf k\lambda}^\dagger a_{\mathbf k\lambda}} .$$

**Q.** Energy has a $\tfrac12$ and momentum has none. Is that not suspicious?

**A.** You may write $\hbar\mathbf k(a^\dagger a+\tfrac12)$ if you like. The extra terms for $\mathbf k$ and $-\mathbf k$ are opposite and cancel within the pair. The energies $\hbar\omega/2$ are both positive and add. The vacuum therefore has zero-point energy but no net momentum.

**Q.** I accept the algebra, but why should this $\mathbf P$ deserve the name momentum in quantum mechanics?

**A.** Because it generates displacements of the field. From $[a^\dagger a,a]=-a$ and $[a^\dagger a,a^\dagger]=a^\dagger$,

$$[\mathbf P,a_{\mathbf k\lambda}]=-\hbar\mathbf k\,a_{\mathbf k\lambda},\qquad
[\mathbf P,a_{\mathbf k\lambda}^\dagger]=\hbar\mathbf k\,a_{\mathbf k\lambda}^\dagger .$$

Acting with $i\hbar\nabla$ on $e^{i\mathbf k\cdot\mathbf r}$ and $e^{-i\mathbf k\cdot\mathbf r}$ produces the same factors $-\hbar\mathbf k$ and $+\hbar\mathbf k$. So, for each component of $\mathbf A$, $[\mathbf P,A_i]=i\hbar\nabla A_i$. For a small displacement $\mathbf d$,

$$e^{i\mathbf P\cdot\mathbf d/\hbar}A_i(\mathbf r)e^{-i\mathbf P\cdot\mathbf d/\hbar}
\approx A_i+\frac i\hbar\,\mathbf d\cdot[\mathbf P,A_i]=A_i-\mathbf d\cdot\nabla A_i\approx A_i(\mathbf r-\mathbf d),$$

which is the field pattern moved by $+\mathbf d$.

The Hamiltonian does the corresponding job in time. Substituting $p$ into $\mathbf E=-\sqrt{4\pi}\sum p_j\mathbf u_j$ gives

$$\mathbf E=\sum_{\mathbf k\lambda}\frac{i\omega_k}cN_k\left[\boldsymbol\varepsilon_{\mathbf k\lambda}a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}-\text{h.c.}\right].$$

Since $[a,H]=\hbar\omega a$ and $[a^\dagger,H]=-\hbar\omega a^\dagger$, it follows that $[\mathbf A,H]=-i\hbar c\,\mathbf E$. Heisenberg's equation $i\hbar\,\partial_t\mathbf A=[\mathbf A,H]$ then returns $\mathbf E=-\partial_t\mathbf A/c$, as it must.

**Q.** Give me numbers. How large is one quantum?

**A.** Take an empty box of side $1\ \mu\text{m}=10^{-4}$ cm. The smallest nonzero wavevector has length

$$k_1=\frac{2\pi}{10^{-4}\ \text{cm}}=6.283\times10^4\ \text{cm}^{-1},\qquad
\omega_1=ck_1=1.884\times10^{15}\ \text{rad/s}.$$

One such photon has energy $\hbar\omega_1=1.986\times10^{-12}$ erg, or $1.240$ eV, and momentum $\hbar k_1=6.626\times10^{-23}$ g cm/s.

The vacuum of this one mode also has a fluctuating field. In $\langle0|\mathbf E^2|0\rangle$ only $aa^\dagger$ contributes, with value 1, so

$$\langle\mathbf E^2\rangle=\frac{\omega_1^2}{c^2}N_{k_1}^2=\frac{2\pi\hbar\omega_1}V .$$

With $V=10^{-12}\ \text{cm}^3$ the root-mean-square field is $3.53$ statvolt/cm. Its energy is $V\langle\mathbf E^2\rangle/8\pi=\hbar\omega_1/4$, half of the mode's zero-point energy. The magnetic field supplies the other half.

**Q.** Now several photons. For light, energy equals $c$ times momentum, so one number should give me the other.

**A.** That holds for each photon in a single travelling wave, but not for a general collection. Put three photons in $\mathbf n=(0,0,1)$, one in $(0,0,-1)$ and two in $(1,2,2)$. The last vector has length $\sqrt{1+4+4}=3$, so each of those two photons has $3\hbar\omega_1=3.720$ eV. Above the vacuum,

$$E=(3+1+2\times3)\,\hbar\omega_1=10\times1.23984\ \text{eV}=12.398\ \text{eV}.$$

The momenta add as vectors:

$$\frac{\mathbf P}{\hbar k_1}=3(0,0,1)+(0,0,-1)+2(1,2,2)=(2,4,6).$$

The length of this vector is $\sqrt{56}=7.483$, so $|\mathbf P|=4.958\times10^{-22}$ g cm/s and $c|\mathbf P|=9.278$ eV. This is less than $12.398$ eV because the photons are not parallel. By the triangle inequality $c|\mathbf P|\le E$, with equality when all photons travel in the same direction.

**Q.** You said "above the vacuum". What is the energy of the vacuum itself?

**A.** The sum over all modes diverges. Keep $|\mathbf n|\le R$. Two polarizations times one half give a factor of one, and for large $R$ the ratio of the sum to the corresponding integral tends to one, although their difference does not vanish:

$$E_0(R)=\hbar\omega_1\sum_{0<|\mathbf n|\le R}|\mathbf n|\approx\hbar\omega_1\int_0^R4\pi n^3\,dn=\pi R^4\hbar\omega_1 .$$

| $R$ | $E_0$ (eV) | $E_0/(\pi R^4\hbar\omega_1)$ |
|---|---|---|
| 5 | $2.382\times10^3$ | 0.9785 |
| 10 | $3.871\times10^4$ | 0.9938 |
| 20 | $6.205\times10^5$ | 0.9956 |

The corresponding sum of $\hbar\mathbf k/2$ is zero at each cutoff, because the retained set contains $-\mathbf k$ whenever it contains $\mathbf k$.

**Q.** So your Hamiltonian is infinite. Why should I trust it?

**A.** Read it first with a finite set of modes, symmetric under $\mathbf k\to-\mathbf k$. In a fixed box $E_0$ is then a constant: it commutes with every operator, leaves the equations of motion alone and cancels from energy differences. Subtract it before removing the cutoff. The subtraction does not settle what happens when the box changes size, because every $\omega_k$ scales as $1/L$ and $E_0$ is then no longer constant.

**Q.** Would real metal walls change anything else?

**A.** They would change the mode functions and frequencies: the lowest frequency of a perfectly conducting cube is $\sqrt2\,\pi c/L$ instead of $2\pi c/L$. That value is an idealization. For $L=1\ \mu$m the mode lies near $0.88$ eV, where the field enters a real metal to a depth of about $c/\omega_p$, some 20 nm for a plasma energy $\hbar\omega_p\approx9$ eV. This lowers the frequency by several percent, and absorption in the walls gives the mode a finite lifetime. They would also change the momentum result. No single plane wave satisfies the conditions at all the conducting walls of the cube at once, and the walls break the translation symmetry that $\mathbf P$ expresses. The periodic box keeps that symmetry.

**Q.** One last doubt. Cross terms between $\mathbf k$ and $-\mathbf k$ could hide a mistake that tidy standing waves do not reveal.

**A.** The numerical check addresses this with a random classical field of 124 wavevectors, each with its own complex polarization vectors. Integrated over the box at four times, its electric share of the energy ranges from 0.486 to 0.524. The total energy nevertheless agrees with the sum over modes to a relative error of $1.3\times10^{-10}$, and the momentum to $3.8\times10^{-10}$. A separate test integrates operator-valued fields for one pair $\pm\mathbf k$ and recovers both formulas, including the zero-point terms.

## Computed results

```
TESTS (arbitrary units, ratios are pure numbers)
mode integrals, largest error: 2.9e-15
levels/(hbar omega): 0.500000 1.500000 2.500000 3.500000
ground-state <Q^2>, numerical/formula: 1.00000000
pair momentum/(hbar k), 3 quanta: -3.0000 -1.0000 1.0000 3.0000
number of k vectors in classical field: 124
classical energy, relative error: 1.3e-10
classical momentum, relative error: 3.8e-10
electric share of energy, min: 0.4858
electric share of energy, max: 0.5241
operator H, largest error/(hbar omega): 2.0e-15
operator P, largest error/(hbar k): 9.3e-16
vacuum H of four modes/(hbar omega): 2.000000
vacuum |P| of four modes/(hbar k): 4.7e-17
[A,H] = -i hbar c E, relative error: 8.8e-16
[P,A] = i hbar grad A, relative error: 1.7e-07
EXAMPLE
box side: 1.0e-04 cm
hbar: 1.054572e-27 erg s
c: 2.99792458e+10 cm/s
lowest k: 6.28319e+04 1/cm
lowest omega: 1.88365e+15 rad/s
lowest photon energy: 1.98645e-12 erg
lowest photon energy, converted: 1.23984 eV
lowest photon momentum: 6.62607e-23 g cm/s
vacuum rms E of one lowest mode: 3.5329 statvolt/cm
state: 3 photon(s) in n = (0, 0, 1), each 1.23984 eV
state: 1 photon(s) in n = (0, 0, -1), each 1.23984 eV
state: 2 photon(s) in n = (1, 2, 2), each 3.71953 eV
state energy above vacuum: 12.3984 eV
state momentum/(hbar k1): [2 4 6]
state momentum: 1.3252e-22 2.6504e-22 3.9756e-22 g cm/s
state |P|: 4.9585e-22 g cm/s
state c|P|: 9.2781 eV
|n| <= 5: zero-point energy 2.3821e+03 eV, ratio to pi R^4 law 0.9785
|n| <= 5: sum of hbar k/2, units hbar k1: [0 0 0]
|n| <= 10: zero-point energy 3.8709e+04 eV, ratio to pi R^4 law 0.9938
|n| <= 10: sum of hbar k/2, units hbar k1: [0 0 0]
|n| <= 20: zero-point energy 6.2050e+05 eV, ratio to pi R^4 law 0.9956
|n| <= 20: sum of hbar k/2, units hbar k1: [0 0 0]
```
